# Halogen Displacement by Self-Trapped Excitons in KCl below the Collision Threshold

## What symmetry allows

Take two neighbouring Cl sites in KCl, A at $-d/2$ and B at $+d/2$ on a $\langle110\rangle$ line. An electronic excitation has left a hole shared by the two halogens, which form a molecule Cl$_2^-$, and an electron bound nearby. This is a self-trapped exciton. Let $Q$ be the shift of the molecule from the midpoint towards B.

Reflection through the midpoint exchanges A and B and turns $Q$ into $-Q$. The energy is therefore even in $Q$. At $Q=0$ the lowest electron state is non-degenerate and even, so the average of an odd perturbation vanishes in it, and no force acts on the centred molecule. If the curvature at $Q=0$ is negative, a displacement can start there without a barrier; if it is positive, the centre is stable against small shifts.

Let $K>0$ be the stiffness without the bound electron, and keep only the part of the electron's coupling that is linear in $Q$; a quadratic part would change the stiffness. Let a shift couple the even state to the first odd state, $2t$ higher, with matrix element $gQ$ in magnitude. Second-order perturbation theory lowers the even state by $(gQ)^2/(2t)$, hence

$$E(Q)-E(0)\simeq \tfrac12\left(K-\frac{g^2}{t}\right)Q^2 .$$

The centre is unstable when $g^2/t>K$. With $K$, $g$ and $t$ alone, the one independent dimensionless number is $u=Kt/g^2$. The shift must be $g/K$ times a function of $u$, and the energy gain $g^2/K$ times another. No projectile momentum enters.

If the molecule moves all the way to B, site A holds an electron in place of its Cl$^-$ ion, which is an F centre, and site B holds Cl$_2^-$, which is an H centre. Together they are a halogen Frenkel pair.

## When a collision cannot do it

Let a projectile of mass $m$ and kinetic energy $E$ strike a Cl nucleus of mass $M$ at rest. Its momentum is $p$ and its total energy is $\varepsilon=E+mc^2$. The nucleus leaves with kinetic energy $T$ and momentum $P$ at angle $\phi$ to the beam, where $P^2c^2=T(T+2Mc^2)$. Energy and momentum conservation give

$$(\varepsilon-T)^2=m^2c^4+p^2c^2+P^2c^2-2pPc^2\cos\phi .$$

Insert $\varepsilon^2=m^2c^4+p^2c^2$ and the expression for $P^2c^2$, and cancel $T^2$:

$$pPc^2\cos\phi=T(\varepsilon+Mc^2).$$

Squaring, replacing $P^2c^2$ and dividing by $T$ gives

$$T=\frac{2Mc^2\,p^2c^2\cos^2\phi}{(\varepsilon+Mc^2)^2-p^2c^2\cos^2\phi}.$$

This is largest at $\phi=0$. There the denominator is $m^2c^4+M^2c^4+2\varepsilon Mc^2=(m+M)^2c^4+2Mc^2E$. With $p^2c^2=E(E+2mc^2)$,

$$T_{\max}=\frac{2Mc^2E(E+2mc^2)}{(m+M)^2c^4+2Mc^2E}.$$

A 20 keV electron can give Cl at most 1.26 eV. For rough displacement energies of 10 and 20 eV, an electron beam would need about 140 and 260 keV. An ultraviolet photon of 7.8 eV, roughly the exciton energy of KCl, gives a recoil $E^2/(2Mc^2)=9.2\times10^{-10}$ eV even if one Cl takes all its momentum.

Slow ions are the opposite case. For $E\ll mc^2$ the formula becomes $T_{\max}=4mME/(m+M)^2$, which equals $E$ when the masses are equal. An implanted keV ion of comparable mass is thus well above the collision threshold. It makes displacements by both routes, and the excitonic route adds to the collisional one.

The displacement energy is the kinetic energy that one nucleus needs to leave its site while the electrons remain in their ground state. It does not limit motion on an excited-state energy surface. What the excitation must satisfy is an energy balance: the final pair must lie below the initial exciton, and a path must connect them.

## What the hole and the electron each do

**The hole makes a molecule.** Two closed-shell Cl$^-$ ions fill both the bonding and the antibonding orbital of their outer $p\sigma$ shell, so the net bond order is zero. A hole removes one antibonding electron and leaves half a bond. Free molecules show the trend at the UMP2/aug-cc-pVDZ level:

- Cl$_2$, with an empty antibonding orbital, has a bond length of 2.04 Å and a binding energy of 2.05 eV.
- Cl$_2^-$, with one antibonding electron, has a bond length of 2.63 Å and a binding energy of 1.21 eV relative to Cl + Cl$^-$.

These values depend on the basis: with the larger aug-cc-pVTZ set the binding energies are 2.51 eV for Cl$_2$ and about 1.3 eV for Cl$_2^-$, so the first rises by about 0.5 eV and the second by about 0.1 eV, and the bond lengths shorten to about 2.00 and 2.57 Å, by about 0.04 and 0.06 Å. The trend is unchanged. All these values omit the crystal field and any correction for basis-set superposition, which is about 0.05 eV for Cl$_2^-$ in the smaller basis. The case with two antibonding electrons was not computed; its lack of a bond is the orbital-counting argument.

With a rough lattice constant of 6.3 Å, the two Cl sites are $d=6.3/\sqrt2=4.46$ Å apart. The molecule is much shorter than this, so its two nuclei can gather around one site and leave the other empty. The length makes this arrangement possible but does not prove it stable. Self-trapping itself is assumed here: bonding and lattice relaxation must outweigh the energy the hole gains by spreading through the crystal.

**The electron prefers the emptied site.** An anion site is surrounded by positive nearest neighbours. In a rigid lattice of point ions, with Madelung constant 1.7476 and nearest-neighbour distance 3.15 Å, an electron at an empty Cl site has a potential energy of $-7.99$ eV. This is not the binding energy of an F centre, because kinetic energy, electronic polarization and ionic relaxation are missing. It does show why a halogen vacancy attracts the electron.

When the molecule moves towards B, its negative charge recedes from A and approaches B. Treat it as a point charge $-e$. The repulsion felt by an electron at A is

$$\frac{e^2}{4\pi\varepsilon_0(d/2+Q)}\simeq\frac{e^2}{4\pi\varepsilon_0(d/2)}-\frac{e^2Q}{4\pi\varepsilon_0(d/2)^2}.$$

The last term deepens well A by 2.90 eV/Å; well B becomes shallower at the same rate. Division by a rough electronic dielectric constant of 2.2 reduces the coupling to 1.32 eV/Å. This is only an order-of-magnitude estimate, because the molecule's length is comparable with its distance from A. If its charge is shared equally between the two nuclei and the electron is a spherical Gaussian cloud at A with a standard deviation of 0.8 to 1.2 Å, the unscreened coupling is about 2.9 to 1.4 eV/Å, or 1.3 to 0.6 eV/Å after the same screening.

## The instability and its size

Let the electron move in one dimension, along the line AB, in two effective wells with Gaussian shapes $w_A(x)$ and $w_B(x)$ of unit height. Keep only the linear change of their depths with $Q$:

$$V(x,Q)=-(V_0+g_0Q)\,w_A-(V_0-g_0Q)\,w_B .$$

The part linear in $Q$ is $-g_0Q(w_A-w_B)$, which is odd in $x$. Its diagonal elements between states of definite parity vanish. Choose the signs of the even state $|e\rangle$ and the odd state $|o\rangle$ so that $g=g_0\langle e|w_A-w_B|o\rangle>0$. Measured from the mean of their two levels at $Q=0$, the electron Hamiltonian in this pair is

$$H=\begin{pmatrix}-t&-gQ\\-gQ&t\end{pmatrix}.$$

Its eigenvalues satisfy $\lambda^2=t^2+g^2Q^2$. Adding the stiffness energy to the lower one gives

$$E(Q)=\tfrac12KQ^2-\sqrt{t^2+g^2Q^2}.$$

For small $Q$ the root is $t+g^2Q^2/(2t)$, which restores the curvature $K-g^2/t$. Away from the centre, $dE/dQ=0$ requires

$$K=\frac{g^2}{\sqrt{t^2+g^2Q_0^2}}
\quad\Longrightarrow\quad
Q_0^2=\frac{g^2}{K^2}-\frac{t^2}{g^2}.$$

At this point the root equals $g^2/K$, so

$$E(Q_0)=\frac{g^2}{2K}-\frac{Kt^2}{2g^2}-\frac{g^2}{K}
=-\frac{g^2}{2K}-\frac{Kt^2}{2g^2}.$$

Since $E(0)=-t$, the gain $G=E(0)-E(Q_0)$ is

$$G=\frac{g^2}{2K}+\frac{Kt^2}{2g^2}-t=\frac{g^2}{2K}(1-u)^2,
\qquad Q_0=\frac gK\sqrt{1-u^2}.$$

Both vanish as $u\to1$, where the instability disappears. For $u\to0$ they tend to $g^2/(2K)$ and $g/K$, the values for an electron localized in one well.

**Numbers.** The round model parameters are $V_0=5.0$ eV, a Gaussian width of 1.2 Å, $g_0=2.5$ eV/Å and $K=2.0$ eV/Å$^2$. The wells give $t=0.303$ eV and $g=1.789$ eV/Å. Thus $g^2/t=10.55$ eV/Å$^2$, which exceeds $K$, and $u=2.0/10.55=0.190$. Then

$$Q_0=\frac{1.789}{2.0}\sqrt{1-0.190^2}=0.88\ \text{Å},$$

$$G=\frac{1.789^2}{4.0}(1-0.190)^2=0.525\ \text{eV}.$$

The even and odd states are eigenstates at $Q=0$. At other shifts they span only part of the electron's state space, so by the variational principle the two-state energy cannot lie below the full ground-state energy of this model. The omitted states can therefore deepen the off-centre minimum but not remove it. A grid solution that keeps them gives a shift of 0.96 Å and a gain of 0.60 eV. The two-state gain is 13% below that value. At the minimum, 98% of the electron density lies on side A.

Reducing $g_0$ to 0.5 eV/Å, with the wells and $K$ fixed, lowers $g^2/t$ to 0.42 eV/Å$^2$, below $K$. The grid solution then stays centred. A bound electron is thus not sufficient; its coupling to the shift must be strong enough.

## How electronic energy becomes motion

The electron state adjusts to $Q$, and the derivative of its energy is the average of $\partial V/\partial Q$. The force on the molecule is

$$F=-\frac{dE}{dQ}=-KQ+g_0\langle w_A-w_B\rangle .$$

The first term pulls the molecule back. The second pushes it away from the well that the electron occupies. At $Q=0.6$ Å the first is $-1.20$ eV/Å and the total is $+0.63$ eV/Å, so the electron contributes $+1.83$ eV/Å. The slope of the computed energy gives the same total.

A perfectly centred molecule at rest would feel no force, but thermal and zero-point motion supply a small shift. At 300 K the classical spread for stiffness $K$ is $\sqrt{k_BT/K}=0.114$ Å. Released at rest from there, the molecule reaches the minimum in 0.12 ps with a kinetic energy of 0.55 eV. This is less than the full gain of 0.60 eV because the starting point already lies below the centre. The calculation has no energy loss to other ions. Either direction is equally likely, and the surrounding lattice takes up the opposite momentum.

The halogens thus move without either one receiving the 10 to 20 eV of a collisional displacement. In this model the released energy comes from the electron's lower energy in the deepened well, after payment of the elastic cost.

The minimum at 0.96 Å is 43% of the way to site B, which lies at $d/2=2.23$ Å. The model describes the start of the displacement, not a finished H centre. A constant $K$ keeps pulling the molecule back to the midpoint, whereas the real lattice offers it another resting place around B. That part of the energy surface is not calculated here.

## From a close pair to a lasting one

A close F–H pair can recombine and restore the perfect crystal. Let it recombine at rate $r$ when the separation index is $n=1$. Let the H centre hop outward at rate $h$ from every $n<N$, and inward at the same rate from $n\ge2$. Count $n=N$ as safe. If $P_n$ is the probability of reaching safety from $n$, then

$$P_1=\frac{h}{h+r}P_2,\qquad P_n=\tfrac12(P_{n-1}+P_{n+1})\quad(2\le n<N).$$

The second relation makes $P_n$ linear: $P_n=P_1+(n-1)b$. The first becomes $(h+r)P_1=h(P_1+b)$, so $b=rP_1/h$. Setting $P_N=1$ gives

$$P_1=\frac{1}{1+(N-1)r/h}.$$

Fast hopping gives $P_1\to1$; slow hopping gives $P_1\simeq h/[(N-1)r]$. Take $N=4$, $r=10^{10}$ s$^{-1}$ at all temperatures, and $h=10^{13}\,\text{s}^{-1}\exp(-0.10\,\text{eV}/k_BT)$. At 200 K, $h=3.02\times10^{10}$ s$^{-1}$ and $P_1=1/(1+3\times0.331)=0.50$. At 100 K it is 0.003, and at 300 K it is 0.87. These are escape probabilities for pairs already formed, not numbers of F centres per exciton.

## How far the model represents KCl

Real KCl does form F and H centres under ultraviolet light and X-rays, also near liquid-helium temperature. The thermal chain would give almost no escape there, so it omits a route that matters: an H centre can move on while it still carries energy from its formation. At room temperature the chain errs the other way, since a mobile H centre can later meet an F centre and "safe" is not permanent. The lattice constant and exciton energy are rough KCl values; the wells, stiffness and rates are model choices.

The gain depends strongly on the coupling. With the screened estimate of 1.32 eV/Å for $g_0$ and all else fixed, $g$ scales to 0.94 eV/Å and $g^2/t$ to 2.9 eV/Å$^2$. With the linear coupling the centre remains unstable, but the two-state gain falls from 0.525 to about 0.02 eV, comparable with $k_BT$ at room temperature. Below $g_0\approx1.1$ eV/Å the centre is stable at this $K$, and the lower screened estimates fall in that range. Doubling $K$ at the original coupling reduces the full gain from 0.60 to 0.17 eV. The model therefore shows how the mechanism works and what condition it needs. It does not establish that KCl meets this condition, nor does it give the relaxation energy of KCl.

Two simplifications also change the result strongly. First, the Coulomb repulsion is not linear in $Q$. If the depth of well A changes by $g_0Q/(1+2Q/d)$ and that of well B by $-g_0Q/(1-2Q/d)$, the initial slopes are the same, but the shift falls from 0.96 to 0.54 Å and the full gain from 0.60 to 0.24 eV. The smallest $g_0$ that makes the centre unstable rises from about 1.1 to about 1.3 eV/Å, so the screened estimate of 1.32 eV/Å becomes a marginal case with almost no gain.

Second, the electron moves in one dimension. In three dimensions, spherical wells of the same depth and width bind it by only about 0.4 eV. The odd state is then not bound, so $g^2/t$ is not defined. It must be replaced by the second-order sum over all odd states, $2g_0^2\sum_n|\langle n|w_A-w_B|e\rangle|^2/(E_n-E_e)$, which is 1.3 eV/Å$^2$. This is below $K$, and the molecule stays centred. With wells 8 eV deep the linear model is unstable again, but the gain is only 0.03 eV. The one-dimensional wells are therefore effective ones, and their depth and width should not be read as those of real wells in KCl.

Two other omissions are smaller for the original parameters. The zero-point energy of the shift is 5.4 meV, about 1% of the full gain. The vibrational quantum for stiffness $K$ is 1.8% of the electron splitting $2t$; with the magnitude of the curvature at the centre, $-8.7$ eV/Å$^2$, the ratio is 3.7%. Both support letting the electron follow the molecule. It says nothing about decay to the electronic ground state, which competes with displacement.

## What to do in practice

- **Do not take the collision threshold as a damage-free limit.** In KCl, an electron beam below the collision threshold (about 140 keV if the displacement energy is 10 eV) can still create F centres where it creates excitons. To limit them, reduce the electronic energy deposited per volume, not just the maximum recoil.
- **Separate the two routes.** Expose one sample to ultraviolet light or subthreshold electrons and another to the implantation beam. Compare F-centre densities at equal deposited electronic energy, temperature and, as far as possible, excitation density. An excess under the ion beam then points to collisions, provided the number of excitons per deposited energy and the recombination are similar in both samples.
- **Choose the temperature for the process that limits survival.** If thermal escape of close pairs is the limit, cooling lowers the yield when it slows hopping more than recombination, as in the chain above with its constant $r$. If recombination slows more than hopping, cooling raises the escape probability instead. If later recombination is the limit, cooling can preserve defects by immobilizing H centres. Measure at the temperature of use.
- **Anneal with both outcomes in mind.** Heating lets H centres return to F centres and restore the lattice, but mobile defects may also cluster. Optical absorption before and after the anneal shows whether isolated F centres have disappeared; it does not by itself show that the halogens have returned to their sites.

The same reasoning carries over to another halide if its excitons self-trap, the coupling satisfies $g^2/t>K$ (with any quadratic dependence of the electron's energy on the shift included in $K$, and with $g^2/t$ replaced by the sum over all odd states when one bound odd state does not dominate), the separated pair is energetically accessible, and escape competes with recombination. The numerical output lists the main inputs and results.

## Calculated quantities

```
Beam energy: 20 keV
Max transfer to Cl: 1.262 eV
Beam threshold for Td=10 eV: 142 keV
Beam threshold for Td=20 eV: 258 keV
Exciton energy (rough input): 7.8 eV
Photon recoil of Cl: 9.21e-10 eV
Lattice constant (rough input): 6.30 angstrom
Cl-Cl site distance d: 4.455 angstrom
Madelung constant, direct / fast: 1.74757 / 1.74756
Point-ion well at empty Cl site: 7.99 eV
Cl2 bond length, UMP2: 2.039 angstrom
Cl2 binding, UMP2: 2.05 eV
Cl2^- bond length, UMP2: 2.634 angstrom
Cl2^- binding to Cl + Cl^-, UMP2: 1.21 eV
Well depth, width: 5.0 eV, 1.2 angstrom
Well-depth coupling g0: 2.50 eV/angstrom
Stiffness K: 2.00 eV/angstrom^2
Half splitting t: 0.3034 eV
Two-state coupling g: 1.7889 eV/angstrom
g^2/t: 10.550 eV/angstrom^2
Critical K, all states: 10.706 eV/angstrom^2
Shift Q0, two states: 0.878 angstrom
Energy gain, two states: 0.525 eV
Shift, all states: 0.958 angstrom
Energy gain, all states: 0.601 eV
Electron share on side A: 0.980
Weak case g0: 0.50 eV/angstrom
Weak case g^2/t: 0.422 eV/angstrom^2
Weak case shift: 0.000 angstrom
Force at Q=0.6 angstrom: 0.6303 eV/angstrom
Same force from energy slope: 0.6303 eV/angstrom
Thermal start shift at 300 K: 0.114 angstrom
Time to reach minimum: 0.119 ps
Kinetic energy at minimum: 0.551 eV
Hop attempt rate: 1.0e+13 1/s
Hop barrier: 0.10 eV
Recombination rate: 1.0e+10 1/s
Safe separation index N: 4
100 K: hop rate 9.12e+07 1/s, escape 0.0030
200 K: hop rate 3.02e+10 1/s, escape 0.5017
300 K: hop rate 2.09e+11 1/s, escape 0.8745
Bare Coulomb coupling: 2.90 eV/angstrom
Screened by 2.2 (rough): 1.32 eV/angstrom
Shift-mode quantum: 10.9 meV
Zero-point energy: 5.4 meV
Mode quantum / electron splitting: 0.0179
Doubled K: shift 0.438 angstrom
Doubled K: energy gain 0.172 eV
```
